Why compact film growth without atom loss has no Kardar-Parisi-Zhang term

**A film that only moves its atoms downhill**

Consider a row of L columns with integer heights. An atom arrives above a randomly chosen column. If that column is no higher than either neighbour, the atom stays there. Otherwise it moves to the lower neighbour, with a fair choice if the two are equal. No atom leaves, and every atom lies directly on the column below it.

Each arrival raises one column by one layer, whichever column finally receives the atom. After L arrivals the mean height has therefore risen by one layer. This remains true on a slope. Let x label the columns and impose a mean tilt m through

h(x + L, t) = h(x, t) + mL.

An atom crossing the end of the row enters the equivalent column of the next period, and again raises one column per period. The growth rate is one layer per arrived layer at every tilt.

Lattice spacing and layer height are the units of length, and time is counted in arrived monolayers, so the arriving flux is F = 1. The film is a vertical section with one horizontal coordinate.

**What Kardar-Parisi-Zhang growth would require**

The Kardar-Parisi-Zhang (KPZ) equation is

∂ₜh = v₀ + ν hₓₓ + (λ/2) hₓ² + η,

⟨η(x,t) η(x′,t′)⟩ = 2D δ(x − x′) δ(t − t′).

Subscripts x denote derivatives, ν > 0 smooths the surface, and η is the noise. To see what λ measures, write h = mx + g, where g is periodic. Then

∂ₜg = v₀ + (λ/2)m² + ν gₓₓ + λm gₓ + (λ/2)gₓ² + η.

The term λm gₓ is a sideways drift, removed by a moving coordinate. White noise has the same statistics in that coordinate. Apart from the constant (λ/2)m², g then obeys the equation of an untilted surface, so the mean growth rate is

v(m) = v(0) + λm²/2, and hence λ = v″(m).

For a lattice rule this second derivative defines λ. The film above has v(m) = 1, so its λ is zero.

The same argument fixes one KPZ scaling relation. Let lengths scale by b, heights by b^α and times by b^z. A tilt ε scales as b^(α−1), and the drift speed it causes, λε, scales as b^(1−z). The relation λ = v″ holds on every scale, so λ is not rescaled, and α + z = 2.

The second relation comes from the stationary state. Without λ, each Fourier mode has stationary variance D/(νk²), corresponding to the weight

P = exp[−(ν/2D) ∫ hₓ² dx].

The λ term leaves P unchanged if its probability flow has zero divergence. On a lattice, let a and b be the slopes to the left and right of a column, and represent hₓ² by (a² + ab + b²)/3. Two sums must vanish. The change of P along the flow is proportional to

Σ (a² + ab + b²)(b − a)/3 = Σ (b³ − a³)/3 = 0,

because the sum telescopes around the ring. Raising the column increases a and decreases b, so the divergence of the flow itself is proportional to

Σ [(2a + b) − (a + 2b)]/3 = Σ (a − b)/3 = 0.

The stationary surface is thus a random walk in x, with height variance proportional to distance, and α = 1/2. Therefore z = 3/2. The width of an initially flat surface grows as w ∝ t^β with β = α/z = 1/3.

**How the conserving film roughens**

Let J be the net number of atoms moving to the right per site and monolayer. Conservation gives

∂ₜh = F − ∂ₓJ + η.

Reflection reverses both J and m, so J(m) is odd. To leading order at small slope, J = −νm. A positive ν means a downhill current, and substitution gives the Edwards-Wilkinson equation

∂ₜh = F + ν hₓₓ + η.

For a surface flat at t = 0, a mode k decays at rate νk² and accumulates the variance

S(k,t) = 2D ∫₀ᵗ exp[−2νk²(t − s)] ds = D[1 − exp(−2νk²t)]/(νk²).

The squared width is the integral of S over k, divided by 2π. Define

I(A) = ∫ [1 − exp(−Ak²)]/k² dk, with k from −∞ to ∞.

Then dI/dA = ∫ exp(−Ak²) dk = √(π/A), and I(0) = 0, so I = 2√(πA). Setting A = 2νt gives

w² = [D/(2πν)] 2√(2πνt) = 2D √(t/(2πν)).

Thus w ∝ t^(1/4). On a lattice, wave numbers above π are absent. Once νt ≫ 1 they would have contributed a constant, so the cut-off shifts w² without changing its later rise. The ring must also be long enough that its slowest mode has not relaxed, νt ≪ (L/2π)².

The neglected terms can be checked by power counting. In this linear equation α = 1/2 and z = 2, so slopes scale as b^(−1/2). A cubic term in J is smaller than the linear one by a factor b^(−1). A conserved term ∂ₓₓ(hₓ²) is smaller than hₓₓ by b^(−3/2). Random hopping adds noise of the form ∂ₓζ, whose variance is proportional to k² and vanishes at long wavelength. The long-wave noise therefore comes from the arrivals.

In the simulation each column is offered an atom with probability p = 0.5 in each round. The variance per round is p(1 − p), and one monolayer takes 1/p rounds, so

2D = p(1 − p)/p = 1 − p = 0.50.

At m = 0.1 the measured current is J = −0.0979, which gives

ν = 0.0979/0.1 = 0.979.

This value belongs to arrival in rounds. With atoms arriving strictly one at a time, ν is about 0.8 and 2D = 1. The single-run estimate from a tilted surface predicts the roughening of a separate flat one grown in the same rounds. Between 50 and 800 monolayers,

Δw² = 0.50 (√800 − √50)/√(2π × 0.979) = 4.28 layers².

The flat film gives 6.06 − 1.54 = 4.52 layers², about 6% above the prediction. No parameter was fitted to the width. The difference is of the size of the sampling error. Summing the variances of the independent modes gives a standard deviation of about 0.12 layers² for w² at 800 monolayers on 180000 sites, so the gap is about two standard deviations. Between 50 and 200 monolayers the measured rise, 2.966 − 1.542 = 1.42, equals the predicted 1.43. The measured ν is itself uncertain by about 0.02, because the columns are updated in three interleaved groups whose random order in each round drives a uniform current of either sign. The finite tilt does not explain the gap: −J/m decreases slowly with m, so the zero-slope ν is slightly larger and the prediction slightly smaller. The effective exponent is

β = ½ ln(6.064/1.542)/ln(800/50) = 0.247,

close to 1/4 and distinct from 1/3.

**The same film with refused atoms**

Now change one part of the rule. An atom arriving at a column higher than at least one of its neighbours is lost instead of being moved. The film still has no voids or overhangs, and an atom once accepted never desorbs.

An accepted atom leaves its column at most one layer above its neighbours. Starting from neighbour differences of at most one, the surface keeps that bound. At m = 1 every difference must then be +1, every column is higher than its left neighbour, and all atoms are refused. Growth stops at m = 1 although it proceeds at m = 0. The growth rate must depend on slope.

The numerical growth rates depend on whether atoms arrive strictly one at a time or, as in the simulation, in rounds. The simulation gives 0.545 layers per arrived layer at m = 0 and 0.424 at m = 0.5. If v is approximated by a parabola between these tilts,

λ/F ≈ 2(0.4243 − 0.5447)/0.5² ≈ −0.96.

This is a finite-tilt estimate, not the derivative at zero slope. With atoms arriving one at a time the two rates are about 0.43 and 0.33, and the same estimate gives λ/F ≈ −0.8. On the flat surface w² rises from 3.61 to 21.88 layers² between 50 and 800 monolayers, giving an effective β of 0.325, close to the KPZ value 1/3. Both films receive the same kind of random deposition and apply the same condition for staying. They differ in whether the other atoms are moved or lost.

**The general statement**

Let F be the solid volume arriving per unit substrate area and time, uniform and independent of surface slope. Let s(m) be the fraction of arriving atoms retained at mean tilt m, and φ(m) the fraction of newly enclosed film volume that is filled. With constant volume per atom and a steady growth state,

v(m) = F s(m)/φ(m).

If all atoms are retained and the film is compact, then s = φ = 1, v(m) = F for every m, and λ = 0.

For the proof, take one period of substrate area A and a time T. The arriving solid volume is FAT, of which s(m)FAT is retained. The upper surface has the same imposed tilt at the start and end, so the volume enclosed between its two positions is A times the mean rise, AvT. Its filled part is φ(m)AvT. Equating the retained and filled volumes gives the formula. In the compact case without loss, the balance holds over any time interval, even before the growth is steady. Surface diffusion does not alter it, because motion within the period preserves the total and flow across one boundary is balanced at the other.

The condition of no desorption must therefore include no refusal on arrival. An arriving flux per substrate area, or an atomic volume, that depended on slope would also change the balance.

Voids act through φ. Suppose an atom sticks at first contact, including contact with the side of a taller neighbouring column. All atoms are retained, but empty space is enclosed. The simulated growth rate is 1.595 at m = 0 and 1.859 at m = 0.5, so φ = 1/v falls from 0.627 to 0.538. The finite-tilt estimate is λ/F ≈ 2.1. These values hold for arrival in rounds; with atoms arriving one at a time, v(0) ≈ 2.1, φ(0) ≈ 0.47 and λ/F ≈ 1.1. Its sign is opposite to that of the refusing film because extra voids speed up the rise of the top surface, whereas extra refusals slow it down.

**The local form of the proof**

Conservation also restricts the deterministic part of a local height equation. Apart from the uniform F, the sum of its terms must be the derivative of a local current. The integral of a derivative over a period cannot change when h is varied locally. For the KPZ term, integration by parts gives

δ∫hₓ² dx = ∫2hₓ (δh)ₓ dx = −∫2hₓₓ δh dx.

This is not zero for arbitrary δh, so hₓ² is not the derivative of a local current. Another term could compensate only if it had the same number of factors h and of derivatives. The only such term is h hₓₓ, since hₓ² + h hₓₓ = ∂ₓ(h hₓ), but it depends on the absolute height, whereas the growth rule depends only on height differences. A ripple h = a cos(kx) shows the violation directly. The average of hₓ² is a²k²/2, and the KPZ term would create a mean growth rate λa²k²/4 without any matching arrival of atoms. By contrast, ∂ₓ(hₓ³) and ∂ₓₓ(hₓ²) are derivatives and remain allowed.

A geometrical argument can seem to restore the KPZ term. If a surface advances at fixed speed u along its normal, its vertical speed is u divided by the cosine of the tilt angle,

v = u√(1 + m²) ≈ u(1 + m²/2),

which gives λ = u at small slope. A vertical beam does not maintain a fixed normal speed. It spreads the flux F over a surface larger by √(1 + m²), so the normal speed is F/√(1 + m²). Multiplication by √(1 + m²) gives v = F.

Conservation does not by itself select Edwards-Wilkinson scaling. If the linear downhill current is absent and J = K hₓₓₓ with K > 0, the mode variance is

S(k,t) = D[1 − exp(−2Kk⁴t)]/(Kk⁴).

Putting k = q(Kt)^(−1/4) makes S equal to t times a function of q, while dk contributes t^(−1/4). Hence w² ∝ t^(3/4) and β = 3/8 for this linear equation. Here α = 3/2, so the allowed term ∂ₓₓ(hₓ²) grows relative to hₓₓₓₓ as b^(3/2) and, if present, takes over at long times. The exponent β then moves close to 1/3 in one dimension although λ = 0. A compact film that moves each displaced atom to the nearest column satisfying the staying condition has v = F and an effective β of 0.30 to 0.33 over its first few hundred monolayers. A value of β near 1/3 therefore does not by itself show a KPZ term; the dependence of v on tilt does. If the linear current is uphill, ν is negative and long waves grow instead of decaying.

**Desorption from a stepped surface**

A vicinal surface shows how λ appears as atom loss is introduced. Let its steps be one layer high and separated by ℓ = 1/m. Adatoms diffuse with coefficient Dₛ and desorb after a mean time τ. Assume that steps absorb every adatom reaching them, that no islands form on the terraces, and that the steps move slowly enough for the adatom density ρ to be stationary:

Dₛ ρₓₓ − ρ/τ + F = 0, ρ(±ℓ/2) = 0.

With xₛ = √(Dₛτ) and y = ℓ/(2xₛ) = 1/(2xₛm), the solution is

ρ = Fτ[1 − cosh(x/xₛ)/cosh(y)].

The flux into the two edges of a terrace is

2Dₛ|ρₓ(ℓ/2)| = 2DₛFτ tanh(y)/xₛ = 2Fxₛ tanh(y).

Division by ℓ gives the growth rate

v = F tanh(y)/y = 2Fxₛm tanh(y).

Since dy/dm = −y/m, the first derivative is

v′ = 2Fxₛ[tanh(y) − y sech²(y)].

Differentiating the bracket with respect to y gives 2y sech²(y) tanh(y), because the two terms in sech²(y) cancel. Therefore

v″ = −(4Fxₛy²/m) sech²(y) tanh(y).

Using 2xₛ = 1/(ym),

λ = −(2Fy/m²) tanh(y) sech²(y).

Here λ describes slope changes across the steps of an already tilted surface that is uniform along them. The first-order term v′δm is a sideways drift. The formula cannot be continued to m = 0, where wide terraces would nucleate islands.

For weak desorption, y ≪ 1, one has tanh(y) ≈ y and sech²(y) ≈ 1, so

λ ≈ −2Fy²/m² = −F/(2xₛ²m⁴).

Since xₛ² = Dₛτ, this vanishes as 1/τ. For strong desorption, y ≫ 1, the growth rate approaches 2Fxₛm, and

λ ≈ −8Fy exp(−2y)/m².

Most atoms are then lost, yet λ is exponentially small because the growth rate is nearly linear in slope. Loss permits a KPZ term but does not guarantee one. A slope-independent loss likewise gives λ = 0.

Take m = 0.05, which means terraces of 20 sites. For xₛ = 100, y = 1/(2 × 100 × 0.05) = 0.1. The steps capture 99.67% of the flux, and λ/F = −7.89, close to the weak-loss value −8. A slope change δm = 0.005 then changes the growth rate at second order by

½ × (−7.89) × 0.005² ≈ −1.0 × 10⁻⁴

in units of F. For xₛ = 1000, λ/F falls in magnitude to 0.080. For xₛ = 10, y = 1 and 76.2% of the flux is captured. The full formula gives λ/F = −256, whereas the weak-loss formula gives −800 and no longer applies. Independent finite-difference solutions of the terrace equation agree with the full formulas for v and λ in all three cases, as the numerical output shows.

Computed values

```
Euler derivative of h_x^2 (h2 = h_xx): -2*h2
Euler derivative of d/dx(h_x^3): 0
Euler derivative of d2/dx2(h_x^2): 0
Arrival probability per site and round: 0.5
Tilted runs: 60000 sites, rates from 200 to 400 monolayers
relax: tilt 0.0, growth per arrived layer 1.0000
relax: tilt 0.5, growth per arrived layer 1.0000
relax: finite-tilt estimate of lambda/F 0.000
refuse: tilt 0.0, growth per arrived layer 0.5447
refuse: tilt 0.5, growth per arrived layer 0.4243
refuse: finite-tilt estimate of lambda/F -0.964
sideways: tilt 0.0, growth per arrived layer 1.5953
sideways: tilt 0.5, growth per arrived layer 1.8589
sideways: finite-tilt estimate of lambda/F 2.109
Flat runs: 180000 sites
relax: w^2 at 50 monolayers = 1.542 layers^2
relax: w^2 at 200 monolayers = 2.966 layers^2
relax: w^2 at 800 monolayers = 6.064 layers^2
relax: effective beta from first to last time 0.247
refuse: w^2 at 50 monolayers = 3.609 layers^2
refuse: w^2 at 200 monolayers = 8.927 layers^2
refuse: w^2 at 800 monolayers = 21.878 layers^2
refuse: effective beta from first to last time 0.325
relax: net current at tilt 0.1 = -0.09791 hops per site and monolayer
relax: nu = 0.9791 sites^2 per monolayer
relax: arrival noise 2D = 0.50 layers^2 site per monolayer
relax: predicted rise of w^2 4.276 layers^2
relax: measured rise of w^2 4.522 layers^2
Step flow: slope 0.05, terrace width 20 sites
xs = 10 sites: y = 1.000, v/F numeric 0.761587, formula 0.761594
  lambda/F numeric -255.92, formula -255.88, weak limit -800
xs = 100 sites: y = 0.100, v/F numeric 0.996680, formula 0.996680
  lambda/F numeric -7.8997, formula -7.8942, weak limit -8
xs = 1000 sites: y = 0.010, v/F numeric 0.999967, formula 0.999967
  lambda/F numeric -0.080045, formula -0.079989, weak limit -0.08
```
